# The Coulomb term in donor-acceptor luminescence of silicon

## The problem

A silicon crystal at low temperature contains a shallow donor and a shallow acceptor 5.0 nm apart. Both are neutral: the donor holds its electron and the acceptor holds its hole. The electron and the hole recombine and a photon is emitted.

Take the gap as $E_g=1.170$ eV, both binding energies as $E_D=E_A=45$ meV, and the static dielectric constant as $\varepsilon=11.4$. How large is the Coulomb term in the photon energy, what is its sign, and at what energy does the pair emit if no phonon takes part?

Gaussian units are used, with $e>0$. In these units $e^2=1.4400$ eV nm.

## A tempting solution

For impurities far apart, the photon carries away the gap less the two binding energies:

$$E_g-E_D-E_A=1.170-0.045-0.045=1.080\ \text{eV}.$$

At finite distance the donor ion and the acceptor ion have opposite charges and attract. Attraction lowers the energy of the pair by $e^2/(\varepsilon R)$. A pair with less energy has less to give to the photon, so

$$h\nu=E_g-E_D-E_A-\frac{e^2}{\varepsilon R}\qquad\text{(wrong)}.$$

With the given numbers this yields $1.080-0.025=1.055$ eV.

## Where it fails

The magnitude of the Coulomb term is right, and so is the limit $R\to\infty$, which therefore cannot expose the error. The fault lies in the words "a pair with less energy has less to give". A photon energy is a difference,

$$h\nu=E_{\text{initial}}-E_{\text{final}},$$

and one must ask which of the two states the attraction lowers.

Before emission the donor core, of charge $+e$, is surrounded by its electron, and the acceptor core, of charge $-e$, by its hole. Two neutral objects face each other. After emission the electron and hole are gone, and the bare ions D$^+$ and A$^-$ remain. The attraction $-e^2/(\varepsilon R)$ thus belongs to the final state. Lowering the final state widens the difference, and the photon gains energy.

## The right solution

**Energies at large separation.** Let the zero of energy be the crystal with a full valence band, an empty conduction band, and the two ions infinitely far apart. This is the final state for $R\to\infty$. To build the initial state, lift an electron from the valence to the conduction band, at cost $E_g$. Binding the electron to D$^+$ returns $E_D$, and binding the hole to A$^-$ returns $E_A$. Hence

$$E_{\text{initial}}(\infty)=E_g-E_D-E_A,\qquad E_{\text{final}}(\infty)=0.$$

**Energy of the two ions.** Treat the crystal as a uniform linear dielectric, which requires $R$ to be much larger than a bond length. Charge $q_i$ produces the field $\mathbf E_i=q_i\mathbf r_i/(\varepsilon r_i^3)$, where $\mathbf r_i$ points from the charge to the field point. The energy density is $\varepsilon(\mathbf E_1+\mathbf E_2)^2/8\pi$. The squares are self-energies independent of $R$; the interaction is the cross term

$$U_{12}=\frac{\varepsilon}{4\pi}\int\mathbf E_1\cdot\mathbf E_2\,dV .$$

Use the two distances $r_1,r_2$ as coordinates. With $\theta$ the angle at charge 1, $r_2^2=r_1^2+R^2-2r_1R\cos\theta$, so at fixed $r_1$ we have $r_2\,dr_2=r_1R\sin\theta\,d\theta$. Therefore

$$dV=2\pi r_1^2\sin\theta\,d\theta\,dr_1=\frac{2\pi r_1r_2}{R}\,dr_1dr_2 .$$

Since $\mathbf r_1-\mathbf r_2$ has length $R$, also $\mathbf r_1\cdot\mathbf r_2=(r_1^2+r_2^2-R^2)/2$. Inserting both gives

$$U_{12}=\frac{q_1q_2}{4\varepsilon R}\int_0^\infty\frac{dr_1}{r_1^2}\int_{|r_1-R|}^{r_1+R}\frac{r_1^2-R^2+r_2^2}{r_2^2}\,dr_2 .$$

The inner integral is $r_2-(r_1^2-R^2)/r_2$ taken between its limits. The upper limit gives $(r_1+R)-(r_1-R)=2R$. For $r_1>R$ the lower limit gives $(r_1-R)-(r_1+R)=-2R$, and the difference is $4R$. For $r_1<R$ it gives $(R-r_1)+(R+r_1)=2R$, and the difference is zero. So

$$U_{12}=\frac{q_1q_2}{4\varepsilon R}\int_R^\infty\frac{4R}{r_1^2}\,dr_1=\frac{q_1q_2}{\varepsilon R}.$$

Each field carries $1/\varepsilon$ and the energy density carries $\varepsilon$, which leaves one factor $1/\varepsilon$. For $q_1=e$, $q_2=-e$ the energy is $-e^2/(\varepsilon R)$.

**The photon energy.** Let $W(R)$ be the interaction energy of the two neutral impurities before emission. Then

$$h\nu=\big[E_g-E_D-E_A+W(R)\big]-\Big[-\frac{e^2}{\varepsilon R}\Big]
=E_g-E_D-E_A+\frac{e^2}{\varepsilon R}+W(R).$$

**Numbers.** The Coulomb term is

$$\frac{e^2}{\varepsilon R}=\frac{1.4400\ \text{eV nm}}{11.4\times5.0\ \text{nm}}=0.0253\ \text{eV}\approx25\ \text{meV},$$

or $4.05\times10^{-21}$ J. Direct numerical integration of the field overlap for the two ions gives $-25.263$ meV, in agreement with the integral worked out above. Neglecting $W$, the pair emits at

$$h\nu=1.080+0.025=1.105\ \text{eV},$$

about 50 meV above the tempting answer, since the sign error counts the term twice.

Silicon has an indirect gap, so a phonon may be emitted together with the photon. With a phonon energy of roughly 58 meV, this replica lies at $1.105-0.058=1.047$ eV. It contains the same Coulomb term.

## May the neutral pair be neglected?

The argument placed the Coulomb energy in the final state because the initial partners are neutral. Their charge clouds have a finite size, however, so $W$ must be estimated. Describe the electron and the hole by hydrogen-like 1s envelopes of equal radius $a$, and leave out electron-hole exchange. Below, lengths are in units of $a$, energies in units of $e^2/(\varepsilon a)$, and $\rho=R/a$.

**Overlapping clouds, first order.** The cloud density is $e^{-2r}/\pi$. The part of the cloud inside radius $r$ is $1-(1+2r+2r^2)e^{-2r}$, and the part outside adds $4\int_r^\infty s\,e^{-2s}ds=(1+2r)e^{-2r}$ to the potential. A unit cloud therefore has the potential

$$\frac{1-(1+2r+2r^2)e^{-2r}}{r}+(1+2r)e^{-2r}=\frac1r-\Big(1+\frac1r\Big)e^{-2r}.$$

Subtracting this from the core potential $1/r$ leaves, for the neutral donor, $\phi(r)=(1+1/r)e^{-2r}$.

The acceptor consists of a core $-1$ at distance $\rho$ and a hole cloud $+1$. The first-order energy is thus $J=-\phi(\rho)+\langle\phi\rangle$, with the average taken over the hole cloud. Let $s$ be the distance from the acceptor and use the volume element found above:

$$\langle\phi\rangle=\frac2\rho\int_0^\infty s\,e^{-2s}\,ds\int_{|\rho-s|}^{\rho+s}(1+r)e^{-2r}dr .$$

The inner integral equals $g(|\rho-s|)-g(\rho+s)$ with $g(x)=(\tfrac34+\tfrac x2)e^{-2x}$, because $-g'(x)=(1+x)e^{-2x}$. The integral over $s$ has three parts, each containing the factor $e^{-2\rho}$:

- The first term with $s<\rho$ gives $\int_0^\rho s\big(\tfrac34+\tfrac{\rho-s}2\big)ds=\tfrac{3\rho^2}8+\tfrac{\rho^3}{12}$.
- The first term with $s=\rho+t>\rho$ gives $\int_0^\infty(\rho+t)\big(\tfrac34+\tfrac t2\big)e^{-4t}dt=\tfrac{7\rho}{32}+\tfrac1{16}$.
- The second term gives $-\int_0^\infty s\big(\tfrac34+\tfrac{\rho+s}2\big)e^{-4s}ds=-\tfrac{\rho}{32}-\tfrac1{16}$.

Their sum is $\tfrac{\rho^3}{12}+\tfrac{3\rho^2}8+\tfrac{3\rho}{16}$. Multiplying by $2/\rho$, subtracting $\phi(\rho)$, and restoring units with $e^2/(\varepsilon a)=\rho\,e^2/(\varepsilon R)$ gives

$$J=\frac{e^2}{\varepsilon R}\,e^{-2\rho}\Big(-1-\frac{5\rho}8+\frac{3\rho^2}4+\frac{\rho^3}6\Big).$$

At large distance the exponential makes this small compared with the Coulomb term.

**Mutual polarization, second order.** The leading interaction between the fluctuating dipoles of the two neutral centres is, apart from an overall sign that drops out on squaring, $(xx'+yy'-2zz')/\rho^3$. The unprimed coordinates belong to the electron and the primed ones to the hole, each measured from its own core. A 1s state has no mean dipole, so both particles must be excited. The three products reach different states, and their squared coefficients add to $1+1+4=6$:

$$E_2=-\frac{C}{\rho^6},\qquad C=6\sum_{ij}\frac{z_i^2z_j^2}{w_i+w_j}.$$

Here $z_i$ is the dipole matrix element to excited state $i$ and $w_i$ its excitation energy; the sum includes the continuum.

Two sum rules bound $C$. Completeness gives $\sum z_i^2=\langle z^2\rangle=\langle r^2\rangle/3=1$. The double commutator gives $\sum w_iz_i^2=\tfrac12\langle[z,[H,z]]\rangle=\tfrac12$. The lowest excitation energy is $\tfrac12-\tfrac18=\tfrac38$, so every denominator is at least $\tfrac34$ and $C\le8$. With weights $z_i^2z_j^2$, which add to 1, the mean denominator is $\tfrac12+\tfrac12=1$. Because $1/x$ is convex, the mean of the inverse is at least the inverse of the mean, so $C\ge6$. Numerical diagonalization gives $C=6.50$.

**Size for the present pair.** A radius can be chosen in two ways.

The first fits the binding energy. A hydrogen-like level has $E_D=e^2/(2\varepsilon a)$, so

$$a=\frac{1.4400}{2\times11.4\times0.045}\ \text{nm}=1.40\ \text{nm},\qquad \rho=3.56 .$$

Then $J=+0.28$ meV and $E_2=-0.29$ meV. Each is about 1% of the Coulomb term. Their near cancellation should not be taken literally. At this $\rho$ the next multipole term, dipole-quadrupole, would by itself give $-0.43$ meV, more than the dipole term, so the series for separated clouds no longer converges. Solving the two-particle problem of this model numerically in Gaussian bases gives $W\approx-0.06$ meV, a value that still depends on the basis at the level of a few hundredths of a meV.

The second uses the electron mass of silicon, which is anisotropic: roughly 0.19 free masses in the two transverse directions and 0.92 in the longitudinal one. Averaging the inverse masses gives

$$m^*=\frac{3}{2/0.19+1/0.92}=0.258$$

free masses, and $a=\varepsilon\hbar^2/(m^*e^2)=2.3$ nm, so $\rho=2.14$. Taking this radius for the hole as well, one finds $J=+0.95$ meV and $E_2=-3.6$ meV. The sum is $-2.7$ meV, about 11% of the Coulomb term. The two formulas therefore do not cancel at every radius.

With the centres only about two radii apart, the clouds overlap. The leading dipole term treats them as separate and overstates the attraction here, so $-2.7$ meV is a cautious estimate of the size of the shift, not its actual value. A numerical solution of the two-particle problem of this model gives about $-0.4$ meV at this radius ($-0.38$ to $-0.43$ meV as the basis is enlarged). The larger radius also corresponds to a binding energy of about 27 meV instead of 45 meV, so it exaggerates the spread of the cloud in that respect. The reasonable reading is that the Coulomb term is 25 meV, while in this simple model the initial state shifts the line by at most a few meV.

## How the line moves with distance

At fixed $\varepsilon$, and with $W$ neglected, the photon energy falls towards 1.080 eV as $R$ grows, with slope

$$\frac{d(h\nu)}{dR}=-\frac{e^2}{\varepsilon R^2}.$$

Closer pairs emit at higher energy. The tempting formula predicts the opposite order, so the direction of the shift distinguishes the two.

Distances in a crystal are discrete. For substitutional impurities on the diamond lattice, with lattice constant 0.543 nm, the allowed separations nearest to 5 nm are 4.9970 and 5.0062 nm. The last digits follow the rounded lattice constant: with 0.5431 nm both move up by 0.0009 nm, while their difference is unchanged. The Coulomb terms of these two shells differ by

$$\Delta(h\nu)\approx25.26\ \text{meV}\times\frac{0.0092}{5.0}=0.046\ \text{meV}.$$

The step varies from one pair of neighbouring shells to the next, but lines much broader than this merge into a band. The rounded value of 5 nm used here lies between two shells, which has no effect on the quoted 25 meV.

At short distance the formula loses its basis. The Coulomb term equals $E_D+E_A=90$ meV at $R=1.40$ nm, where the formula without $W$ would put the photon energy at the full gap. That distance equals the compact radius $a$, as follows from $e^2/(\varepsilon a)=2E_D$. The clouds then overlap strongly, and the picture of two separate neutral impurities no longer holds.

## The real crystal

The inputs are rough values typical of phosphorus and boron in cold silicon. A separation of 5 nm describes a close pair in a moderately doped crystal. If there were one phosphorus atom in every cube of side $R$, the density would be $1/R^3=8\times10^{18}$ cm$^{-3}$, where phosphorus-doped silicon is already metallic and isolated impurity levels are a poor description.

Temperature acts on the gap and on the occupation of the impurities. Between low temperature and 300 K the gap of silicon shrinks by roughly 0.05 eV, which lowers the photon energy by more than the Coulomb term raises it. The occupation depends on the thermal energy. At 10 K the thermal energy is 0.86 meV, far below the binding energies. At 300 K it is 26 meV. This is still below each binding energy, but the bands offer far more states than there are impurities, so most centres are ionized: of $10^{17}$ donors per cm$^3$ only a few percent keep their electron in equilibrium, and the assumption that both centres stay neutral fails. The change of the Coulomb term itself is minor: with a room-temperature dielectric constant of about 11.7, and $R$ held fixed, it is 24.6 meV. For the zero-phonon line of a cold crystal, the correction estimated here is the interaction of the two neutral impurities before emission, which in the simple model above is at most a few meV. Free-carrier screening and the fields of other charged impurities are not included. The computed values are collected in the numerical output.

## Table of computed values

```
e^2 (Gaussian)                         1.4400 eV nm
dielectric constant, cold              11.4 (no unit)
pair separation R                      5.0 nm
gap                                    1.170 eV
donor binding energy                   45.0 meV
acceptor binding energy                45.0 meV
ion energy from field quadrature       -25.263 meV
Coulomb term in photon energy          25.263 meV
Coulomb term, converted                4.048e-21 J
photon energy without Coulomb term     1.0800 eV
zero-phonon photon energy              1.1053 eV
phonon energy                          58.0 meV
phonon replica                         1.0473 eV
dielectric constant, room              11.7 (no unit)
Coulomb term with room value           24.615 meV
dipole coefficient C                   6.4990 (no unit)
transverse, longitudinal mass          0.19, 0.92 free masses
mean electron mass                     0.2583 free masses
compact: radius a                    1.403 nm
compact: R/a                         3.563 (no unit)
compact: first-order J               +0.281 meV
compact: second-order E2             -0.286 meV
compact: sum J + E2                  -0.005 meV
extended: radius a                    2.335 nm
extended: R/a                         2.141 (no unit)
extended: first-order J               +0.955 meV
extended: second-order E2             -3.649 meV
extended: sum J + E2                  -2.694 meV
lattice constant                       0.543 nm
nearest allowed R below 5 nm           4.9970 nm
nearest allowed R above 5 nm           5.0062 nm
Coulomb step between these shells      0.0465 meV
same step, linear estimate             0.0465 meV
thermal energy at 10 K                 0.862 meV
thermal energy at 300 K                25.85 meV
```
